# Optical-phonon coupling of the J = 3/2 valence states in cubic semiconductors: a program that tests the result

```python
"""Zone-centre optical-phonon coupling of the J = 3/2 valence-band quartet.

Result under test, for relative sublattice displacement u = u_B - u_A:
  H(u) = -(D/3) [u_x (JyJz+JzJy) + u_y (JzJx+JxJz) + u_z (JxJy+JyJx)]
D is the matrix element <X| dH/du_z |Y> between p-like valence-top orbitals.
J is dimensionless. Lengths are in nm and energies in eV unless stated.
The levels should be +-D|u|/sqrt(3), each twofold, for every direction of u.
The one-phonon rate, summed over three polarizations, should be
  2 pi D^2 (g_heavy + g_light) * occupation / (density * omega),
with g the density of states per spin state.
Silicon parameters below are rough, rounded model inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, expm, null_space, eigh_tridiagonal

# ---------- angular momentum operators ----------
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1.0, -1.0
L = [-1j * eps[i] for i in range(3)]
S = [np.array([[0, 1], [1, 0]], complex) / 2,
     np.array([[0, -1j], [1j, 0]]) / 2,
     np.array([[1, 0], [0, -1]], complex) / 2]
I2, I3, I4, I6 = np.eye(2), np.eye(3), np.eye(4), np.eye(6)
J6 = [np.kron(L[i], I2) + np.kron(I3, S[i]) for i in range(3)]

raising = np.diag([np.sqrt(3), 2.0, np.sqrt(3)], 1).astype(complex)
J = [(raising + raising.conj().T) / 2,
     (raising - raising.conj().T) / 2j,
     np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)]

# Quartet inside the six p-orbital spin states, with standard ladder phases
J6_squared = sum(op @ op for op in J6)
_, joint_states = eigh(J6_squared + 0.01 * J6[2])
doublet = joint_states[:, :2]
columns = [joint_states[:, 5]]
for _ in range(3):
    lowered = (J6[0] - 1j * J6[1]) @ columns[-1]
    columns.append(lowered / np.linalg.norm(lowered))
quartet = np.array(columns).T
for i in range(3):
    assert np.allclose(quartet.conj().T @ J6[i] @ quartet, J[i], atol=1e-12)


def sym(a, b):
    return a @ b + b @ a


cyclic = [(0, 1, 2), (1, 2, 0), (2, 0, 1)]
products = [sym(J[b], J[c]) for a, b, c in cyclic]
cubic = [sym(J[a], J[b] @ J[b] - J[c] @ J[c]) for a, b, c in cyclic]

# ---------- enumeration of symmetry-allowed couplings ----------


def tetrahedral_constraints(ang):
    """Rows that vanish on triples O_a with sum_a u_a O_a invariant under Td."""
    rows = []
    diagonal_axis = np.ones(3) / np.sqrt(3)
    for axis, angle, parity in [(np.array([0, 0, 1.0]), np.pi / 2, -1),
                                (diagonal_axis, 2 * np.pi / 3, 1)]:
        turn = expm(-1j * angle * sum(n * l for n, l in zip(axis, L))).real
        spin_turn = expm(-1j * angle * sum(n * a for n, a in zip(axis, ang)))
        action = np.kron(parity * turn, np.kron(spin_turn, spin_turn.conj()))
        rows.append(action - np.eye(len(action)))
    return np.vstack(rows)


td_rows = tetrahedral_constraints(J)
reversal = expm(-1j * np.pi * J[1])
transpose = np.zeros((16, 16))
for i in range(4):
    for j in range(4):
        transpose[4 * i + j, 4 * j + i] = 1
time_map = np.kron(I3, np.kron(reversal, reversal.conj()) @ transpose)
n_spatial = null_space(td_rows, rcond=1e-10).shape[1]
even = null_space(np.vstack([td_rows, time_map - np.eye(48)]), rcond=1e-10)
odd = null_space(np.vstack([td_rows, time_map + np.eye(48)]), rcond=1e-10)
n_orbital = null_space(tetrahedral_constraints(L), rcond=1e-10).shape[1]
assert n_spatial == 2 and even.shape[1] == 1 and odd.shape[1] == 1
assert n_orbital == 1


def overlap(vector, triple):
    flat = np.array(triple).reshape(-1)
    return abs(np.vdot(vector, flat)) / np.linalg.norm(flat)


assert abs(overlap(even[:, 0], products) - 1) < 1e-9
assert abs(overlap(odd[:, 0], cubic) - 1) < 1e-9

# ---------- microscopic sp3 bond model of silicon ----------
a0 = 0.543                      # cubic lattice constant, nm
bond = np.sqrt(3) * a0 / 4
E_s, E_p = -5.5, 0.0            # on-site energies, eV
V_ss, V_sp, V_pps, V_ppp = -1.9, 2.5, 4.5, -1.5
eta = 2.0                       # hopping varies as bond length to power -eta
Delta = 0.044                   # spin-orbit splitting, eV
bond_signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def bond_model(u, spin_orbit, power=eta):
    """Zone-centre Hamiltonian, sites A then B, orbitals s, x, y, z, with spin."""
    hop = np.zeros((4, 4))
    for signs in bond_signs:
        vec = signs * a0 / 4 + np.asarray(u)
        length = np.linalg.norm(vec)
        n = vec / length
        scale = (bond / length) ** power
        hop[0, 0] += scale * V_ss
        hop[0, 1:] += scale * V_sp * n
        hop[1:, 0] -= scale * V_sp * n
        hop[1:, 1:] += scale * (V_ppp * I3 + (V_pps - V_ppp) * np.outer(n, n))
    site = np.diag([E_s, E_p, E_p, E_p])
    full = np.kron(np.block([[site, hop], [hop.T, site]]), I2).astype(complex)
    l_dot_s = sum(np.kron(L[i], S[i]) for i in range(3))
    for start in (2, 10):
        full[start:start + 6, start:start + 6] += 2 * spin_orbit / 3 * l_dot_s
    return full


def D_formula(power):
    return 4 * (power + 2) * (V_pps - V_ppp) / (3 * np.sqrt(3) * bond)


D = D_formula(eta)
bonding = np.zeros((16, 6))
bonding[2:8], bonding[10:16] = I6 / np.sqrt(2), -I6 / np.sqrt(2)
coupling6 = [D * np.kron(abs(eps[a]), I2) for a in range(3)]
step = 1e-5
for power in (2.0, 3.0):
    for a in range(3):
        u = step * I3[a]
        slope = (bond_model(u, Delta, power) - bond_model(-u, Delta, power)) / (2 * step)
        projected = bonding.T @ slope @ bonding
        expected = D_formula(power) * np.kron(abs(eps[a]), I2)
        assert np.allclose(projected, expected, atol=1e-4 * D)

# Projection on the quartet, explicit matrix, and strength towards the doublet
coupling4 = [quartet.conj().T @ c @ quartet for c in coupling6]
for a in range(3):
    assert np.allclose(coupling4[a], -D / 3 * products[a], atol=1e-10)
    assert np.allclose(products[a] @ products[a], 3 * I4, atol=1e-12)
    for b in range(a):
        assert np.allclose(sym(products[a], products[b]), 0, atol=1e-12)
trial = np.array([0.3, -0.7, 0.5])
b_el = -D * (trial[1] - 1j * trial[0]) / np.sqrt(3)
c_el = 1j * D * trial[2] / np.sqrt(3)
explicit = np.array([[0, b_el, c_el, 0],
                     [np.conj(b_el), 0, 0, c_el],
                     [np.conj(c_el), 0, 0, -b_el],
                     [0, np.conj(c_el), -np.conj(b_el), 0]])
assert np.allclose(explicit, sum(t * c for t, c in zip(trial, coupling4)), atol=1e-10)
to_doublet = [doublet.conj().T @ c @ quartet for c in coupling6]
strength_so = sum(t.conj().T @ t for t in to_doublet)
strength_quartet = sum(c @ c for c in coupling4)
assert np.allclose(strength_so, D**2 * I4, rtol=1e-10, atol=1e-8)
assert np.allclose(strength_quartet, D**2 * I4, rtol=1e-10, atol=1e-8)

# Levels of the complete displaced bond model
directions = {"001": np.array([0, 0, 1.0]),
              "110": np.array([1, 1, 0]) / np.sqrt(2),
              "111": np.ones(3) / np.sqrt(3),
              "general": trial / np.linalg.norm(trial)}
tiny = 1e-7
top = np.linalg.eigvalsh(bond_model(np.zeros(3), Delta))[7]
for n in directions.values():
    shifts = (np.linalg.eigvalsh(bond_model(tiny * n, Delta))[4:8] - top) / (D * tiny)
    assert np.allclose(shifts, np.array([-1, -1, 1, 1]) / np.sqrt(3), atol=2e-3)
top_orbital = np.linalg.eigvalsh(bond_model(np.zeros(3), 0.0))[7]
for name, pattern in [("001", [-1, -1, 0, 0, 1, 1]),
                      ("111", np.array([-1, -1, -1, -1, 2, 2]) / np.sqrt(3))]:
    levels = np.linalg.eigvalsh(bond_model(tiny * directions[name], 0.0))[2:8]
    assert np.allclose((levels - top_orbital) / (D * tiny), pattern, atol=2e-3)

u_example = 1e-4                # nm, equal to 0.1 pm
split_formula = 2 * D * u_example / np.sqrt(3)
split_full = {}
for name in ("001", "111"):
    levels = np.linalg.eigvalsh(bond_model(u_example * directions[name], Delta))
    split_full[name] = levels[7] - levels[5]

# ---------- phonon amplitude from the two-atom normal mode ----------
e_charge, hbar = const.e, const.hbar
M = 28.085 * const.atomic_mass
mu = M / 2
phonon = 0.064                  # optical phonon energy, eV
omega = phonon * e_charge / hbar
_, modes = np.linalg.eigh(np.array([[1.0, -1.0], [-1.0, 1.0]]))
relative = modes[1, 1] - modes[0, 1]
x = np.linspace(-8, 8, 1601)
h = x[1] - x[0]
_, waves = eigh_tridiagonal(1 / h**2 + x**2 / 2, np.full(len(x) - 1, -0.5 / h**2),
                            select="i", select_range=(0, 1))
x01_squared = np.sum(waves[:, 0] * x * waves[:, 1]) ** 2
amplitude_squared = relative**2 * x01_squared * hbar / (M * omega)
assert abs(amplitude_squared / (hbar / (2 * mu * omega)) - 1) < 1e-3

# ---------- final-state sums with warped hole bands ----------
g1, g2, g3 = 4.3, 0.3, 1.4      # rough Luttinger parameters
kin = hbar**2 / (2 * const.m_e) / e_charge * 1e18    # eV nm^2
nodes, weights = np.polynomial.legendre.leggauss(32)
n_phi = 64
angles = (np.arange(n_phi) + 0.5) * 2 * np.pi / n_phi
sphere = [(np.array([np.sqrt(1 - z * z) * np.cos(p), np.sqrt(1 - z * z) * np.sin(p), z]),
           w * 2 * np.pi / n_phi) for z, w in zip(nodes, weights) for p in angles]


def kinetic6(n):
    """Coefficient of k^2 in the hole energy of the six p-like spin states."""
    orbital = 6 * g3 * np.outer(n, n)
    np.fill_diagonal(orbital, (g1 - 2 * g2) + 6 * g2 * n**2)
    return np.kron(kin * orbital, I2)


def final_state_sum(energy, six_band):
    """Integral d^3k/(2 pi)^3 of delta(energy - E_k) times the state projector."""
    size = 6 if six_band else 4
    total = np.zeros((size, size), complex)
    split = Delta * doublet @ doublet.conj().T
    for n, weight in sphere:
        a = kinetic6(n)
        if six_band:
            k2, vec = eigh(energy * I6 - split, a)
        else:
            k2, vec = eigh(energy * I4, quartet.conj().T @ a @ quartet)
        is_open = k2 > 0
        v = vec[:, is_open]
        total += weight * (v * (np.sqrt(k2[is_open]) / 2)) @ v.conj().T
    return total / (2 * np.pi) ** 3


def band_density(energy):
    """Heavy and light densities per spin state from the closed dispersion."""
    result = np.zeros(2)
    for n, weight in sphere:
        q = n**2
        mixed = q[0] * q[1] + q[1] * q[2] + q[2] * q[0]
        root = np.sqrt(4 * g2**2 + 12 * (g3**2 - g2**2) * mixed)
        curvature = kin * np.array([g1 - root, g1 + root])
        result += weight * np.sqrt(energy) / (2 * curvature**1.5)
    return result / (2 * np.pi) ** 3


T = 300.0
kT = const.k * T / e_charge
n_ph = 1 / np.expm1(phonon / kT)
E_hole = 0.10
cell = (a0 * 1e-9) ** 3 / 4
density = 2 * M / cell
rates = {}
for name, E_final, occupation in [("emission", E_hole - phonon, n_ph + 1),
                                  ("absorption", E_hole + phonon, n_ph)]:
    G4, G6 = final_state_sum(E_final, False), final_state_sum(E_final, True)
    g_pair = band_density(E_final)
    S4 = sum(c @ G4 @ c for c in coupling4)
    assert np.allclose(S4, D**2 * g_pair.sum() / 2 * I4, atol=1e-3 * abs(S4[0, 0]))
    start = quartet[:, 0]
    S6 = sum(np.vdot(start, c @ G6 @ c @ start).real for c in coupling6)
    golden = np.pi * cell / (mu * omega) * occupation * e_charge * 1e45
    D_SI = D * e_charge * 1e9
    g_SI = g_pair.sum() * 1e27 / e_charge
    closed = 2 * np.pi * D_SI**2 * g_SI * occupation / (density * omega)
    assert abs(golden * S4[0, 0].real / closed - 1) < 1e-3
    rates[name] = (E_final, g_pair, closed, golden * S6)

# A heavy hole moving along [001] is exactly the m = 3/2 quartet state
heavy_check = kinetic6(directions["001"]) @ quartet[:, 0]
assert np.allclose(heavy_check, kin * (g1 - 2 * g2) * quartet[:, 0], atol=1e-12)
k_hole = np.sqrt(E_hole / (kin * (g1 - 2 * g2)))
total4 = rates["emission"][2] + rates["absorption"][2]
total6 = rates["emission"][3] + rates["absorption"][3]
fermi_integral = quad(lambda t: np.sqrt(t) / (np.exp(t) + 1), 0, 60)[0]
p_edge = 2 * band_density(1.0).sum() * kT**1.5 * fermi_integral * 1e21
blocked = 1 / (np.exp((E_hole - phonon) / kT) + 1)

# ---------- printed results ----------
print(f"Td-allowed quartet couplings, any time parity: {n_spatial}")
print(f"  of these even / odd under time reversal: {even.shape[1]} / {odd.shape[1]}")
print(f"Lattice constant: {a0:.3f} nm; bond length: {bond:.4f} nm")
print(f"On-site E_s, E_p: {E_s:.1f}, {E_p:.1f} eV")
print(f"Hoppings ss, sp, pp-sigma, pp-pi: {V_ss}, {V_sp}, {V_pps}, {V_ppp} eV")
print(f"Hopping exponent eta: {eta:.0f}")
print(f"Spin-orbit splitting Delta: {Delta*1e3:.0f} meV")
print(f"Coupling D: {D:.2f} eV/nm = {D*1e7:.3e} eV/cm")
print(f"Deformation potential D*a0/sqrt(3): {D*a0/np.sqrt(3):.2f} eV")
print(f"Transport constant sqrt(2)*D: {np.sqrt(2)*D*1e7:.3e} eV/cm")
print(f"Example displacement: {u_example*1e3:.2f} pm")
print(f"  D*u: {D*u_example*1e3:.3f} meV; D*u/Delta: {D*u_example/Delta:.3f}")
print(f"  splitting, fourfold formula: {split_formula*1e3:.3f} meV")
for name, value in split_full.items():
    print(f"  splitting, 16-state model, u along [{name}]: {value*1e3:.3f} meV")
print(f"Summed strength to quartet / D^2: {strength_quartet[0,0].real/D**2:.3f}")
print(f"Summed strength to split-off / D^2: {strength_so[0,0].real/D**2:.3f}")
print(f"Phonon energy: {phonon*1e3:.0f} meV; omega: {omega:.3e} rad/s")
print(f"Temperature: {T:.0f} K; phonon occupation: {n_ph:.4f}")
print(f"One-cell amplitude sqrt(hbar/(2 mu omega)): {np.sqrt(hbar/(2*mu*omega))*1e12:.2f} pm")
print(f"Mass density from cell: {density:.0f} kg/m^3")
print(f"Luttinger parameters: {g1}, {g2}, {g3}")
print(f"Heavy mass [001], [111]: {1/(g1-2*g2):.3f}, {1/(g1-2*g3):.3f} m0")
print(f"Initial hole energy: {E_hole*1e3:.0f} meV")
for name, (E_final, g_pair, four, six) in rates.items():
    print(f"{name}: final hole energy {E_final*1e3:.0f} meV")
    print(f"  g_heavy, g_light: {g_pair[0]:.4f}, {g_pair[1]:.4f} per eV nm^3")
    print(f"  rate, fourfold formula: {four:.3e} 1/s")
    print(f"  rate, six-band final states: {six:.3e} 1/s; ratio {six/four:.3f}")
print(f"Total rate, fourfold: {total4:.3e} 1/s; six-band: {total6:.3e} 1/s")
print(f"Lifetime broadening hbar*rate, fourfold: {hbar*total4/e_charge*1e3:.2f} meV")
print(f"Initial heavy-hole k along [001]: {k_hole:.3f} 1/nm")
print(f"  k / (2 pi/a0): {k_hole*a0/(2*np.pi):.3f}")
print(f"Hole density with Fermi level at band edge: {p_edge:.2e} cm^-3")
print(f"  occupation of emission final state there: {blocked:.3f}")
print("all assertions hold")
```

It prints:

```
Td-allowed quartet couplings, any time parity: 2
  of these even / odd under time reversal: 1 / 1
Lattice constant: 0.543 nm; bond length: 0.2351 nm
On-site E_s, E_p: -5.5, 0.0 eV
Hoppings ss, sp, pp-sigma, pp-pi: -1.9, 2.5, 4.5, -1.5 eV
Hopping exponent eta: 2
Spin-orbit splitting Delta: 44 meV
Coupling D: 78.58 eV/nm = 7.858e+08 eV/cm
Deformation potential D*a0/sqrt(3): 24.63 eV
Transport constant sqrt(2)*D: 1.111e+09 eV/cm
Example displacement: 0.10 pm
  D*u: 7.858 meV; D*u/Delta: 0.179
  splitting, fourfold formula: 9.073 meV
  splitting, 16-state model, u along [001]: 9.025 meV
  splitting, 16-state model, u along [111]: 9.903 meV
Summed strength to quartet / D^2: 1.000
Summed strength to split-off / D^2: 1.000
Phonon energy: 64 meV; omega: 9.723e+13 rad/s
Temperature: 300 K; phonon occupation: 0.0918
One-cell amplitude sqrt(hbar/(2 mu omega)): 4.82 pm
Mass density from cell: 2330 kg/m^3
Luttinger parameters: 4.3, 0.3, 1.4
Heavy mass [001], [111]: 0.270, 0.667 m0
Initial hole energy: 100 meV
emission: final hole energy 36 meV
  g_heavy, g_light: 0.2229, 0.0401 per eV nm^3
  rate, fourfold formula: 7.875e+12 1/s
  rate, six-band final states: 2.135e+13 1/s; ratio 2.711
absorption: final hole energy 164 meV
  g_heavy, g_light: 0.4757, 0.0855 per eV nm^3
  rate, fourfold formula: 1.414e+12 1/s
  rate, six-band final states: 5.743e+12 1/s; ratio 4.062
Total rate, fourfold: 9.289e+12 1/s; six-band: 2.710e+13 1/s
Lifetime broadening hbar*rate, fourfold: 6.11 meV
Initial heavy-hole k along [001]: 0.842 1/nm
  k / (2 pi/a0): 0.073
Hole density with Fermi level at band edge: 7.81e+18 cm^-3
  occupation of emission final state there: 0.199
all assertions hold
```
